\section*{Stability limit of linear density mixing for a model metal slab}

\section{Definitions and conventions}

Units are Rydberg atomic units, $\hbar^2/2m=1$ and $e^2=2$. The system is spin unpolarized, at zero temperature, with a fixed electron number. From an input density $n$ one builds $v_s[n]=v_{\rm ext}+v_{\rm H}[n]+v_{\rm xc}[n]$, solves $(-\nabla^2+v_s)\phi_i=E_i\phi_i$, fills the lowest states and obtains the output density $F[n]$. The self-consistent density obeys $F[n_0]=n_0$, and $F$ is assumed differentiable there. Linear mixing is
\begin{equation}
n_{k+1}=n_k+\alpha\,(F[n_k]-n_k),\qquad \alpha>0,
\end{equation}
and $\alpha=1$ is the undamped iteration. The error $e_k=n_k-n_0$ is neutral, $\int e_k=0$. The kernel $f=f_{\rm H}+f_{\rm xc}=\delta v_s/\delta n$ is symmetric, being the second derivative of $E_{\rm Hxc}$. The response of independent electrons at fixed number is $\chi_s=\delta n_{\rm out}/\delta v_s$, and $X=-\chi_s$. The dielectric operator on densities is $\epsilon=1-\chi_sf=1+Xf$, with eigenvalues $\lambda$. Operators are taken on a finite grid or basis.

\section{The linear step and the overshoot}

By the chain rule $F[n_0+e]=n_0+\chi_sfe+O(e^2)$. The residual is $F[n_k]-n_k=\chi_sfe_k-e_k=-\epsilon e_k$ to first order, so
\begin{equation}
e_{k+1}=(1-\alpha\epsilon)\,e_k+O(e_k^2).
\end{equation}
Suppose $X$ is symmetric, non-negative, and annihilates constants and nothing else; Section 3 shows this for the slab. Its range is then the space of neutral functions, where $X^{\pm1/2}$ exist, and
\begin{equation}
\epsilon=X^{1/2}(1+A)X^{-1/2},\qquad A=X^{1/2}fX^{1/2},
\end{equation}
as multiplying out shows. $A$ is symmetric, so $\epsilon$ has real eigenvalues and a complete set of eigenvectors $u=X^{1/2}y$, with $Ay=(\lambda-1)y$.

The sign of $\lambda$ is fixed by the energy $E=T_s+\int v_{\rm ext}n+E_{\rm Hxc}$. Since $\delta T_s/\delta n=-v_s+{\rm const}$ for the potential that generates $n$, the second derivative of $T_s$ is $-\chi_s^{-1}=X^{-1}$, and the Hessian of $E$ is $X^{-1}+f=X^{-1/2}(1+A)X^{-1/2}$. It is positive definite if and only if all $\lambda>0$.

Each step multiplies the amplitude of a mode by $1-\alpha\lambda$. If $|1-\alpha\lambda|\le\rho<1$ for all modes, then $\|X^{-1/2}e_{k+1}\|\le\rho\|X^{-1/2}e_k\|+O(e_k^2)$ and small errors die out. If one factor exceeds one in modulus, a small error with a component in that mode grows until the quadratic terms matter. The condition $-1<1-\alpha\lambda<1$ reads $0<\alpha\lambda<2$. With all $\lambda>0$ the left inequality is satisfied, and the right one gives
\begin{equation}
\alpha<\alpha_c=\frac{2}{\lambda_{\max}} .
\end{equation}
At $\alpha=1$ the factor is $1-\lambda$, which lies below $-1$ when $\lambda>2$. For one mode the residual is $-\lambda e$ while the step that would cancel the error is $-e$, so the undamped step is $\lambda$ times too long. The electrons in $F$ respond with $\chi_s$ to the potential $fe$ of the misplaced input charge and do not feel the charge $\chi_sfe=-(\lambda-1)e$ they induce, which enters the potential one step later. For $1<\lambda<2$ the induced charge has the opposite sign and is smaller than its cause, for $\lambda>2$ it is larger, and the error alternates in sign and grows. Such a fixed point is a good energy minimum: $\lambda$ is the curvature of $E$ along the mode divided by that of $T_s$, so large $\lambda$ marks a direction where $E$ is stiff relative to $T_s$, and the instability belongs to the iteration.

``Divergence'' here means repulsion from $n_0$ and not unbounded growth. For $\alpha\le1$ each iterate is a convex combination of non-negative densities with the same electron number, so it stays non-negative and normalized.

The slowest factor is $\max(1-\alpha\lambda_{\min},\,\alpha\lambda_{\max}-1)$. The first argument falls with $\alpha$ and the second rises, so the maximum is least where they are equal:
\begin{equation}
\alpha_{\rm opt}=\frac{2}{\lambda_{\max}+\lambda_{\min}},\qquad
\rho_{\rm opt}=1-\alpha_{\rm opt}\lambda_{\min}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .
\end{equation}

\section{The slab and its independent-particle response}

The slab is isolated, has hard walls at $z=0$ and $z=L$, and densities depend on $z$ alone until Section 8. Inside, $v_{\rm ext}=-v_{\rm H}[n_0]-v_{\rm xc}[n_0]$, so $v_s[n_0]=0$ and the flat box is self-consistent by construction; the electrostatic part is a background that matches $n_0$, and the system is neutral. With $\theta=\pi z/L$,
\begin{equation}
\phi_i=\sqrt{2/L}\,\sin i\theta,\qquad E_i=(i\pi/L)^2,\qquad n_0=\sum_iN_i\phi_i^2 .
\end{equation}
Subband $i$ holds two spins in a disc $k_\parallel^2<\mu-E_i$, so $N_i=2\pi k_\parallel^2/(2\pi)^2=(\mu-E_i)/2\pi$ per unit area if $E_i<\mu$, and zero otherwise. Set $\mu=k_F^2$ and $x=k_FL/\pi$, non-integer; $M=\lfloor x\rfloor$ subbands are filled.

For a perturbation $\delta v$ with elements $v_{ij}$, $\delta n=\sum_i(2N_i\phi_i\delta\phi_i+\delta N_i\phi_i^2)$. First-order theory gives $\delta\phi_i=\sum_{j\ne i}\phi_jv_{ij}/(E_i-E_j)$. A pair $i<j$ appears once with $N_i$ and once with $N_j$ and the opposite denominator, giving $-g_{ij}\phi_i\phi_jv_{ij}$ with
\begin{equation}
g_{ij}=\frac{2(N_i-N_j)}{E_j-E_i}=\frac{s_{ij}}{\pi},\qquad
s_{ij}=\begin{cases}1,& j\le M,\\ (\mu-E_i)/(E_j-E_i)<1,& i\le M<j,\\ 0,& i>M.\end{cases}
\end{equation}
The first case follows from $N_i-N_j=(E_j-E_i)/2\pi$. For the occupations, $\delta N_i=(\delta\mu-v_{ii})/2\pi$, and $\sum_i\delta N_i=0$ fixes $\delta\mu=\sum_{i\le M}v_{ii}/M$. Multiplying $-\delta n$ by a second function $w$ and integrating,
\begin{equation}
\langle w|X|v\rangle=\sum_{i<j}g_{ij}w_{ij}v_{ij}+\frac1{2\pi}\Big[\sum_{i\le M}w_{ii}v_{ii}-\frac1M\sum_{i\le M}w_{ii}\sum_{l\le M}v_{ll}\Big].
\label{X}
\end{equation}
This is symmetric. For $w=v$ the first sum is non-negative since $g_{ij}\ge0$, and the bracket by the Cauchy--Schwarz inequality. A constant has $v_{ij}=0$ and equal $v_{ii}$, so it is annihilated. Conversely, $g_{1j}>0$ for all $j$, so a null vector has $v_{1j}=0$ for $j>1$; then $v\phi_1\propto\phi_1$, and $v$ is constant because $\phi_1$ has no interior node.

\section{The Hartree kernel}

The potential of a planar charge is $v(z)=-4\pi\int_0^L|z-z'|\,\delta n(z')\,dz'$, which satisfies $v''=-8\pi\,\delta n$ because $d^2|z|/dz^2=2\delta(z)$. At the walls $v'(0)=4\pi\int\delta n$ and $v'(L)=-4\pi\int\delta n$, both zero for a neutral $\delta n$. The functions $w_m=\sqrt{2/L}\cos m\theta$, $m\ge1$, are an orthonormal basis of neutral functions with zero slope at the walls, so
\begin{equation}
f_{\rm H}w_m=v_mw_m+{\rm const},\qquad v_m=\frac{8\pi}{(m\pi/L)^2}=\frac{8L^2}{\pi m^2},
\end{equation}
and $X$ removes the constant. The longest wave, with the largest $v_m$, has $q=\pi/L$: half a wavelength, moving charge from one face to the other. Because $v_m>0$, $Xf_{\rm H}$ is similar to the non-negative symmetric matrix $B_{mm'}=\sqrt{v_mv_{m'}}\,X_{mm'}$, so the Hartree kernel alone gives $\lambda\ge1$. With $\xi_{mm'}=2\pi L\,\langle w_m|X|w_{m'}\rangle$,
\begin{equation}
B_{mm'}=\frac{8L^2}{\pi mm'}\,\frac{\xi_{mm'}}{2\pi L}=c\,\frac{\xi_{mm'}}{mm'},\qquad c=\frac{4L}{\pi^2}.
\end{equation}
From $2\sin i\theta\sin j\theta=\cos(i-j)\theta-\cos(i+j)\theta$ and the orthogonality of cosines on $(0,\pi)$,
\begin{equation}
C^m_{ij}=\langle\phi_i|\cos m\theta|\phi_j\rangle=\tfrac12(\delta_{|i-j|,m}-\delta_{i+j,m}).
\end{equation}
Inserting $(w_m)_{ij}=\sqrt{2/L}\,C^m_{ij}$ in (\ref{X}) and multiplying by $2\pi L$,
\begin{equation}
\xi_{mm'}=4\sum_{i<j}s_{ij}C^m_{ij}C^{m'}_{ij}+2\Big[\sum_{i\le M}C^m_{ii}C^{m'}_{ii}-\frac1M\sum_{i\le M}C^m_{ii}\sum_{l\le M}C^{m'}_{ll}\Big].
\end{equation}
Since $j-i$ and $j+i$ have the same parity, and $C^m_{ii}=-\frac12\delta_{2i,m}$ needs even $m$, odd and even $m$ do not mix. For $m=1$ the contributing pairs are $(j,j+1)$, with $C^1=\frac12$ and weight $s_j\equiv s_{j,j+1}$, equal to 1 for $j<M$, to $s=(x^2-M^2)/(2M+1)$ for $j=M$, and to 0 beyond. The same pair has $C^{2j+1}=-\frac12$. Hence
\begin{equation}
\xi_{11}=S=M-1+s,\qquad \xi_{1,2j+1}=-s_j .
\end{equation}
A bound on $\xi_{mm}$ follows by counting. At most $M$ pairs have $j-i=m$ and $i\le M$, each giving at most 1. Pairs with $i+j=m$, $i<j$, $i\le M$ number at most $M$; the bracket adds at most $2\cdot\frac14$, and does so when $m/2$ is an integer $\le M$, in which case those pairs number at most $M-1$. No pair is of both kinds, as that needs $i=0$. So $\xi_{mm}\le2M$.

\section{The diagonal element: bulk screening, walls, subband filling}

The top eigenvalue of $B$ is at least $B_{11}=cS$ by the Rayleigh principle. Write $x=M+\tau$, $0<\tau<1$. Then $x^2-M^2=\tau(2M+\tau)$ and
\begin{equation}
S-(x-1)=s-\tau=\frac{\tau(2M+\tau)-\tau(2M+1)}{2M+1}=-\frac{\tau(1-\tau)}{2M+1},
\end{equation}
which lies between $-1/[4(2M+1)]$ and 0. The bulk density $n_b=\mu^{3/2}/3\pi^2$ has $D=dn_b/d\mu=k_F/2\pi^2$, and $k_{\rm TF}^2=8\pi D=4k_F/\pi$. Therefore $cx=4k_FL^2/\pi^3=(k_{\rm TF}L/\pi)^2=Dv_1$, and
\begin{equation}
cS=\Big(\frac{k_{\rm TF}L}{\pi}\Big)^2-\frac{4L}{\pi^2}-c\,\frac{\tau(1-\tau)}{2M+1}.
\end{equation}
The first term is Thomas--Fermi screening at $q=\pi/L$ and grows as $L^2$. The second grows as $L$ and is the fraction $1/x$ of the first. Its origin is seen in the induced density. With $\phi_j\phi_{j+1}=[\cos\theta-\cos(2j+1)\theta]/L$ and $\sum_{j=0}^{M-1}\cos(2j+1)\theta=\sin2M\theta/(2\sin\theta)$, of which the $j=0$ term $\cos\theta$ is absent here,
\begin{equation}
Xw_1=\frac{\sqrt{2/L}}{2\pi L}\Big[(S+1)\cos\theta-\frac{\sin 2M\theta}{2\sin\theta}-s\cos(2M+1)\theta\Big].
\label{Xw}
\end{equation}
In the interior the last two terms are of order one against $S+1\approx x$, so $Xw_1\approx xw_1/2\pi L=Dw_1$, the local response. At $\theta\to0$ the bracket tends to $S+1-M-s=0$: the response vanishes at each wall and is reduced within about $1/k_F$ of it, and there $w_1$ is largest. The third term oscillates with the filling of the top subband and is bounded by $c/[4(2M+1)]$, which tends to $c/8x=1/(2\pi k_F)$ and does not grow with $L$.

\section{Coupling to higher cosines}

Let a symmetric matrix have corner element $a$, off-diagonal column $b$ and remaining block $C$ with eigenvalues at most $\beta<a$. Its top eigenvalue obeys $t\ge a$. For the eigenvector $(p,\mathbf q)$ the lower rows read $(t-C)\mathbf q=bp$; since $t>\beta$ the matrix $t-C$ is invertible, $p\neq0$, and the first row gives
\begin{equation}
0\le t-a=b^{T}(t-C)^{-1}b\le\frac{|b|^2}{t-\beta}\le\frac{|b|^2}{a-\beta}.
\label{block}
\end{equation}
In the odd block of $B$, $a=cS$ and $|b|^2=c^2\sum_js_j^2/(2j+1)^2\le c^2\sigma$, where $\sigma=\sum_{j\ge1}(2j+1)^{-2}=\pi^2/8-1$. A non-negative matrix has no eigenvalue above its trace, so $\beta=2\sigma Mc$ serves. The even block is bounded likewise by $2Mc\sum_{m\,{\rm even}}m^{-2}=\pi^2Mc/12$. This is below $cS$ if $M-1\ge\pi^2M/12$, that is for $M\ge6$, where also $S>2\sigma M$. The top mode is then odd and
\begin{equation}
1+cS\le\lambda^{\rm H}_{\max}\le1+c\Big[S+\frac{\sigma}{S-2\sigma M}\Big],\qquad M\ge6 .
\label{bounds}
\end{equation}
The gain $\Delta_{\rm H}=\lambda^{\rm H}_{\max}-1-cS$ does not vanish for a thick slab. Since $C\ge0$, (\ref{block}) also gives $\Delta_{\rm H}\ge|b|^2/t$. As $c/x=4/\pi k_F$, the two bounds tend to $4\sigma/\pi k_F$ and $4\sigma/[\pi k_F(1-2\sigma)]$. A leading-order estimate of the value sets $\xi_{mm}\approx x$, valid for $m\ll x$, and drops the off-diagonal part of $C$:
\begin{equation}
\Delta_{\rm H}\approx\sum_{j\ge1}\frac{c^2/m^2}{cx(1-1/m^2)}\bigg|_{m=2j+1}=\frac cx\sum_{j\ge1}\frac1{4j(j+1)}=\frac{c}{4x}=\frac1{\pi k_F},
\label{DH}
\end{equation}
the sum telescoping to $\frac14$. This estimate is not a bound, and the program does not assert it.

\section{Exchange and correlation}

In the local density approximation $f_{\rm xc}$ multiplies by $dv_{\rm xc}/dn$ at $n_0(z)$, which is negative on all grid points of the slabs of 20, 40 and 80 bohr (a program test). Then $A=A_{\rm H}+V$ with $V=X^{1/2}f_{\rm xc}X^{1/2}\le0$, so every ordered eigenvalue is lowered or unchanged. The upper bound in (\ref{bounds}) thus holds for the full $\lambda_{\max}$, and any $\lambda<1$ is due to $f_{\rm xc}$.

Let $y$ be the normalized top eigenvector of $A_{\rm H}$ and $u=X^{1/2}y$. Then $\langle y|V|y\rangle=\langle u|f_{\rm xc}|u\rangle$ and $\langle u|f_{\rm H}|u\rangle=\lambda^{\rm H}_{\max}-1$, so the first-order shift, for any normalization of $u$, is
\begin{equation}
\Delta_{\rm xc}=(\lambda^{\rm H}_{\max}-1)\frac{\langle u|f_{\rm xc}|u\rangle}{\langle u|f_{\rm H}|u\rangle}.
\end{equation}
The remainder obeys (\ref{block}) in the eigenbasis of $A_{\rm H}$, with $b=Vy-\Delta_{\rm xc}y$ and $\beta$ the second eigenvalue of $A_{\rm H}$, allowed because $V\le0$.

The top mode obeys $(\lambda^{\rm H}_{\max}-1)u=Xf_{\rm H}u$. By Section 6 the components of the top eigenvector of $B$ with $m>1$ are smaller than the first by a factor of order $|b|/(t-\beta)\sim1/x$, and $f_{\rm H}$ reduces them further, so for a thick slab $f_{\rm H}u\propto w_1$ up to a constant and $u\propto Xw_1$. By (\ref{Xw}) this is proportional to $w_1$ in the interior. The interior density is $n_b$: in $n_0=(2\pi L)^{-1}\sum_i(\mu-E_i)(1-\cos2i\theta)$ an $i=0$ term of half weight may be added, since it vanishes. The constant part is then a trapezoid sum for $(\pi/L)^2\int_0^x(x^2-i^2)\,di=\frac23k_F^3L/\pi$, which gives $k_F^3/3\pi^2$, and the cosine part oscillates and is small outside the wall layers. The ratio is therefore $f_{\rm xc}(n_b)/v_1$, the prefactor is $Dv_1$, and $\Delta_{\rm xc}\approx Df_{\rm xc}(n_b)$, with relative corrections expected of order $1/x$ from the wall layers; the program tests that they are below $1.5/x$ at three thicknesses. Near a wall $f_{\rm xc}\sim n^{-2/3}\sim z^{-4/3}$ while $u^2\sim z^4$, so the integral converges. For exchange, the energy per electron $-3k_F/2\pi$ scales as $n^{1/3}$, so $v_x=\frac43(-3k_F/2\pi)=-2k_F/\pi$; with $dk_F/dn=\pi^2/k_F^2$, $f_x=-2\pi/k_F^2$ and $Df_x=-1/\pi k_F$.

Collecting terms, for planar modes, $M\ge6$ and $\lambda_{\min}>0$,
\begin{equation}
\alpha_c=\frac{2}{1+cS+\Delta_{\rm H}+\Delta_{\rm xc}+{\rm remainder}}\;\longrightarrow\;\frac{2\pi^2}{(k_{\rm TF}L)^2}\quad(x\to\infty).
\end{equation}
The closed form $\alpha_c\approx2/(1+cS+Df_{\rm xc})$ omits $\Delta_{\rm H}$, which is of the same order $L^0$ as the $Df_{\rm xc}$ it keeps. A value proved stable is any $\alpha$ below 2 divided by the upper bound in (\ref{bounds}).

\section{Lateral waves and other limits of validity}

For $\delta n=u(z)e^{i\mathbf Q\cdot\mathbf r}$ the two-dimensional transform of $2/r$ is $8\pi e^{-Q|z-z'|}/2Q$. Take the thick-slab local response $X=D$ and the Hartree kernel alone; the wave carries no net charge, so $\delta\mu=0$. Then $\lambda=1+k_{\rm TF}^2\nu$, where $\int_0^Le^{-Q|z-z'|}u(z')\,dz'/2Q=\nu u(z)$. Applying $d^2/dz^2-Q^2$ turns the left side into $-u$, so $u''=-\kappa^2u$ with $\nu=1/(Q^2+\kappa^2)$. Differentiating the integral at $z=L$ gives $u'(L)=-Qu(L)$. For $u=\cos\kappa(z-L/2)$ this is $\kappa\tan(\kappa L/2)=Q$, with a root $y=\kappa L/2<\pi/2$. For the sine solution it is $\kappa\cot(\kappa L/2)=-Q$, which needs $\kappa>\pi/L$, so $\nu$ stays below the planar value $L^2/\pi^2$. For the cosine, $Q^2+\kappa^2=\kappa^2/\cos^2y$, and equality with $\pi^2/L^2$ means
\begin{equation}
\cos y=2y/\pi,\qquad QL=2y\tan y .
\end{equation}
The root is $y=0.9340$, $QL=2.5259$, a lateral period $2\pi/Q=2.4875\,L$. Both $y\tan y$ and $y/\cos y$ increase with $y$, so a smaller $Q$ gives a larger $\nu$, and in a lateral cell longer than this the lateral mode sets $\lambda_{\max}$. As $Q\to0$, $\kappa^2\approx2Q/L$ and $\nu\approx L/2Q$ grows without limit, so in this approximation $\alpha_c\to0$ as the lateral cell grows at fixed $L$.

At integer $x$ a subband edge sits at $\mu$, the number of terms in the bracket of (\ref{X}) depends on the sign of $\delta\mu-v_{MM}$, and $F$ is not differentiable. If some $\lambda<0$, then $1-\alpha\lambda>1$ for every $\alpha>0$ and no damping helps. All thresholds are local: they concern small $e_0$.

\section{Worked example}

Take $k_F=1$ bohr$^{-1}$ and $L=20$ bohr (10.58 \AA), with Slater exchange and Perdew--Wang correlation. Then $n_b=0.03377$ bohr$^{-3}$ ($r_s=1.92$ bohr), $D=0.05066$ Ry$^{-1}$bohr$^{-3}$, $k_{\rm TF}^2=1.2732$ bohr$^{-2}$, $x=6.3662$, $M=6$, $s=(6.3662^2-36)/13=0.3483$, $S=5.3483$, $c=8.1057$ and $Df_{\rm xc}=0.05066\times(-6.7143)=-0.3401$, of which exchange is $-0.3183$. The numerical values come from a sine grid of 128 intervals; the check output follows the text. The contributions to $\lambda_{\max}$ are
\begin{align*}
\text{unit operator}&:\ +1\\
\text{bulk screening}\ (k_{\rm TF}L/\pi)^2&:\ +51.602\\
\text{walls}\ {-c}&:\ -8.106\\
\text{subband filling}\ {-c\,\tau(1-\tau)/13},\ \tau=0.3662&:\ -0.145\\
\Delta_{\rm H}=44.662-44.352&:\ +0.310\\
\Delta_{\rm xc}\ (\text{remainder }0.00004)&:\ -0.362
\end{align*}
They add to 44.30, and a finite-difference Jacobian of the nonlinear map is tested to give the same top eigenvalue. So $\alpha_c=2/44.30=0.04515$. The upper bound is $1+8.1057\,[5.3483+0.2337/(5.3483-2.8044)]=45.097$, so $\alpha<2/45.097=0.04435$ is proved stable against planar modes, given the positive $\lambda_{\min}=0.966$. The local-response estimate of the largest lateral period is about 50 bohr, and it is too long. Treating the wall term as a responding thickness $L(1-1/2x)$ gives about 46 bohr, but this rule ignores the subband filling. With the full $Q$-dependent subband response the lateral mode overtakes the planar one at a period of 45.1 bohr for this slab, and the rule is about 5\% too long at $x=6.05$ and 4\% too short at $x=6.95$. For this slab, periods above 45 bohr are not covered by the planar $\alpha_c$.

The closed form gives $2/44.012=0.04544$, which is 0.65\% above the computed $\alpha_c$ and therefore unstable. The plain Hartree element $1+cS=44.352$ is closer to 44.299 than the closed form is, because $\Delta_{\rm H}$ and $\Delta_{\rm xc}$ largely cancel. The printed gains are $\Delta_{\rm H}=0.310$, 0.318 and 0.327 for $L=20$, 40 and 80 bohr, against $\Delta_{\rm xc}=-0.362$, $-0.352$, $-0.346$. The gains contain a grid bias. The second difference of $|z_k-z_l|$ is $2h\delta_{kl}$, so the summed kernel solves the discrete Poisson equation, which replaces $q^2$ by $(4/h^2)\sin^2(qh/2)\approx q^2[1-(qh)^2/12]$. With $qh=\pi/128$, $\pi/192$, $\pi/256$ this raises $\lambda-1$ by about 0.002, 0.004 and 0.010. At 20 bohr the converged $\lambda_{\max}$ is 44.297 rather than 44.299, which leaves $\alpha_c=0.04515$ unchanged and moves $\alpha_{\rm opt}$ below from 0.04418 to 0.04419. The corrected gains 0.308, 0.314, 0.317, each uncertain by about 0.001 through rounding and because the correction treats the first cosine only, approach the estimate (\ref{DH}), $1/\pi k_F=0.318$, which is the magnitude of $Df_x$. The shifts divided by $Df_{\rm xc}$ are 1.065, 1.035 and 1.018. The thick-slab limit lies below the computed $\alpha_c$ by 14\% at 20 bohr (0.03876 against 0.04515) and by 4\% at 80 bohr (0.002422 against 0.002519), mainly through the wall term.

Iterating the nonlinear map at $1.02\,\alpha_c=0.04605$ gives the step factor $1-1.02\times2=-1.04$, and the error norm grows 94-fold in 120 steps; this is below $1.04^{120}=111$ because the start, a neutral mixture of $n_0\cos\theta$, $n_0\cos2\theta$ and $n_0\cos5\theta$, lies only partly in the top mode. At $0.98\,\alpha_c=0.04424$ it falls to 0.0063 of its starting value. The best parameter is $2/(44.299+0.966)=0.04418$, with rate $43.333/45.265=0.9573$, or 52.8 steps per decade, and an iteration started on the two extreme modes reproduces this rate.

At $\alpha=1$ the first factor on the top mode is $1-44.30=-43.30$. The first moment $\int(z-L/2)\,e_k\,dz$, in bohr$^{-1}$, runs $8.104\times10^{-5}$, $-3.515\times10^{-3}$, 0.1522, $-3.555$, 4.878, $-4.879$. The ratios are $-43.4$, $-43.3$, $-23.4$, $-1.37$, $-1.00$. The growth must stop, since a non-negative density with $N_e=0.5976$ bohr$^{-2}$ has a moment below $N_eL/2=5.976$ bohr$^{-1}$. The run ends in a two-cycle, tested for period two, whose centroid sits $4.879/0.5976=8.16$ bohr from the middle on alternate sides.

Undamped iteration of planar modes survives in very thin slabs. At this $k_F$, $\lambda_{\max}=2$ is reached at $L=4.840$ bohr with the Hartree kernel and at 5.175 bohr (2.74 \AA) with exchange and correlation, both with $M=1$, where the upper bound in (\ref{bounds}) does not apply. A lower bound does: each pair adds a non-negative term to $B$, and the pair $(1,2)$ adds $cs\,pp^T$ with $p_1=1$, $p_3=-\frac13$, of eigenvalue $\frac{10}{9}cs$. At 4.840 bohr, $x=1.541$, $s=(x^2-1)/3=0.458$, $c=1.962$ and $\frac{10}9cs=0.998$, so this pair supplies nearly all of $\lambda-1=1$. At 4.916 bohr, $\lambda_{\max}=1.77$ and 40 undamped steps from the same kind of mixed start reduce the error to $2.4\times10^{-5}$ of its start; at 5.434 bohr, $\lambda_{\max}=2.26$ and they multiply it by $7.8\times10^3$.

\section*{Computed results}
\begin{verbatim}
kF = 1.000 1/bohr, mu = 1.000 Ry, n_bulk = 0.03377 bohr^-3
rs = 1.9192 bohr, D = 0.05066 1/(Ry bohr^3)
kTF^2 = 1.27324 bohr^-2, kTF = 1.12838 1/bohr, sigma = 0.23370
f_xc(n_bulk) = -6.7143 Ry bohr^3, D f_x = -0.3183, D f_xc = -0.3401
--- L = 20 bohr (10.58 A), grid intervals 128
x = 6.3662, M = 6, s = 0.3483, S = 5.3483, c = 8.1057
(kTF L/pi)^2 = 51.602, cS = 43.352, Ne = 0.5976 bohr^-2
Hartree lam_max: lower 44.352, exact 44.662, upper 45.097
Hartree 2nd lam = 11.831; LDA shift 1st order -0.3623, rest 0.00004
LDA lam_max: exact 44.299, formula 44.012; lam_min = 0.9662
alpha_c: exact 0.045147, formula 0.045442, limit 0.038758
--- L = 40 bohr (21.17 A), grid intervals 192
x = 12.7324, M = 12, s = 0.7246, S = 11.7246, c = 16.2114
(kTF L/pi)^2 = 206.410, cS = 190.071, Ne = 1.2717 bohr^-2
Hartree lam_max: lower 191.071, exact 191.389, upper 191.691
Hartree 2nd lam = 48.514; LDA shift 1st order -0.3520, rest 0.00001
LDA lam_max: exact 191.037, formula 190.731; lam_min = 0.9663
alpha_c: exact 0.010469, formula 0.010486, limit 0.009689
--- L = 80 bohr (42.33 A), grid intervals 256
x = 25.4648, M = 25, s = 0.4599, S = 24.4599, c = 32.4228
(kTF L/pi)^2 = 825.639, cS = 793.058, Ne = 2.6228 bohr^-2
Hartree lam_max: lower 794.058, exact 794.385, upper 794.651
Hartree 2nd lam = 199.273; LDA shift 1st order -0.3461, rest 0.00000
LDA lam_max: exact 794.039, formula 793.718; lam_min = 0.9675
alpha_c: exact 0.002519, formula 0.002520, limit 0.002422
--- iterations of the nonlinear map, L = 20 bohr
finite-difference Jacobian: lam_max = 44.2994, lam_min = 0.9662
alpha = 1.02 alpha_c = 0.04605: step factor -1.0400, |e120|/|e0| = 94.09
alpha = 0.98 alpha_c = 0.04424: |e120|/|e0| = 0.0063
alpha_opt = 0.04418: rate formula 0.95731, iterated 0.95731, steps per decade 52.8
alpha = 1: first step factor -43.299, 1 - lam_max = -43.299
alpha = 1, first moment of error (1/bohr), steps 1-6:
  8.104e-05, -3.515e-03, 1.522e-01, -3.555e+00, 4.878e+00, -4.879e+00
two-cycle moments 4.8789, -4.8789 1/bohr; centroid shift 8.164 bohr
--- lam_max = 2 at L = 4.840 bohr (Hartree), 5.175 bohr = 2.738 A (LDA)
L = 4.916 bohr, M = 1: lam_max = 1.7715, undamped |e40|/|e0| = 2.432e-05
L = 5.434 bohr, M = 1: lam_max = 2.2593, undamped |e40|/|e0| = 7.752e+03
--- lateral boundary: y = 0.9340, Q L = 2.5259, period/L = 2.4875
largest lateral period for L = 20 bohr: 49.75 bohr
\end{verbatim}
